# Why Bare 187Re Decays Faster: K-Shell Decay and an Excited State: test program

```python
"""Bound-state beta decay of bare 187Re compared with neutral 187Re.

Result under test: the K shell speeds up the ground-state transition,
but phase space for that transition alone cannot give 33 years. The
rest must come from the 187Os excited state opened by K binding.

Hartree atomic units inside; energies are printed in keV.
P = r*g and Q = r*f are the large and small radial Dirac functions,
kappa is the Dirac quantum number, R the nuclear radius, q the neutrino
momentum. Continuum waves are normalized per unit energy.
Unique first-forbidden lepton factor:
  q^2 [q^2 (g_-1^2 + f_1^2) + 9 (g_-2^2 + f_2^2)/R^2].
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh

c = 1 / const.alpha
KEV = const.physical_constants["Hartree energy in eV"][0] / 1000
BOHR = const.physical_constants["Bohr radius"][0]
R = 1.2e-15 * 187 ** (1 / 3) / BOHR

# Rough measured inputs
Q_ATOM = 2.5 / KEV
E_EXCITED = 9.8 / KEV
T_NEUTRAL = 42e9
T_BARE = 33.0

x_grid = np.linspace(np.log(1e-7), np.log(50.0), 2000)
r = np.exp(x_grid)
weight = r * (x_grid[1] - x_grid[0])


def nuclear_potential(radius, Z):
    inside = -Z * (3 - (radius / R) ** 2) / (2 * R)
    return np.where(radius < R, inside, -Z / radius)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def make_basis(kappa):
    """Gaussian large functions and kinetically balanced small ones."""
    l = orbital_l(kappa)
    count = 37 if l < 2 else 26
    zeta = 0.02 * 2.0 ** np.arange(count)
    large = r ** (l + 1) * np.exp(-np.outer(zeta, r**2))
    large /= np.sqrt((large**2) @ weight)[:, None]
    deriv = ((l + 1 + kappa) / r - 2 * zeta[:, None] * r) * large
    small = deriv / np.sqrt((deriv**2) @ weight)[:, None]
    s_large = (large * weight) @ large.T
    s_small = (small * weight) @ small.T
    coupling = c * (small * weight) @ deriv.T
    zero = np.zeros((count, count))
    overlap = np.block([[s_large, zero], [zero, s_small]])
    return large, small, overlap, coupling, s_small


BASIS = {k: make_basis(k) for k in (-1, 1, -2, 2, -3, 3, -4)}


def bound_orbitals(kappa, potential, count):
    large, small, overlap, coupling, s_small = BASIS[kappa]
    n = len(large)
    v_large = (large * weight * potential) @ large.T
    v_small = (small * weight * potential) @ small.T
    H = np.block([[v_large, coupling.T],
                  [coupling, v_small - 2 * c**2 * s_small]])
    energy, vec = eigh(H, overlap)
    chosen = vec[:, n:n + count]
    return (energy[n:n + count], chosen[:n].T @ large,
            chosen[n:].T @ small)


def hartree_potential(radial_density):
    inner = cumulative_trapezoid(radial_density * r, x_grid, initial=0)
    outer = cumulative_trapezoid(radial_density, x_grid, initial=0)
    return inner / r + outer[-1] - outer


def neutral_atom(Z, n5d):
    """Dirac mean field with local exchange, shells averaged."""
    shells = {-1: [2] * 6, 1: [2] * 4, -2: [4] * 4,
              2: [4, 4, 0.4 * n5d], -3: [6, 6, 0.6 * n5d],
              3: [6], -4: [8]}
    scaled = r * Z ** (1 / 3) / 0.8853
    v_el = Z / r * (1 - (1 + 0.536 * scaled) ** -2)
    v_nuc = nuclear_potential(r, Z)
    converged = False
    for _ in range(250):
        density = np.zeros_like(r)
        band = 0.0
        for kappa, occ in shells.items():
            e, P, Q = bound_orbitals(kappa, v_nuc + v_el, len(occ))
            density += np.array(occ) @ (P**2 + Q**2)
            band += np.dot(occ, e)
        v_h = hartree_potential(density)
        rho = density / (4 * np.pi * r**2)
        v_x = -np.cbrt(3 * rho / np.pi)
        change = v_h + v_x - v_el
        if np.max(np.abs(r * change)) < 1e-5:
            converged = True
            break
        v_el = v_el + 0.3 * change
    assert converged
    assert abs(density @ weight - Z) < 1e-5
    energy = band + (density * (0.5 * v_h + 0.75 * v_x - v_el)) @ weight
    return energy, v_h


def continuum_density(kappa, energies, Z, screen=None):
    """g^2 (kappa<0) or f^2 (kappa>0) at R, per unit energy."""
    e = np.atleast_1d(np.asarray(energies, float))
    r_start, r_end = R / 50, 8.0

    def potential(x):
        radius = np.exp(x)
        v = float(nuclear_potential(radius, Z))
        return v if screen is None else v + float(screen(x))

    def slope(x, y):
        radius = np.exp(x)
        P, Q = y.reshape(2, -1)
        v = potential(x)
        dP = -kappa * P + radius * (e + 2 * c**2 - v) * Q / c
        dQ = kappa * Q + radius * (v - e) * P / c
        return np.concatenate([dP, dQ])

    v0 = potential(np.log(r_start))
    one = np.ones_like(e)
    if kappa < 0:
        other = (v0 - e) * r_start / (c * (1 - 2 * kappa))
        start = np.concatenate([one, other])
    else:
        other = (e + 2 * c**2 - v0) * r_start / (c * (2 * kappa + 1))
        start = np.concatenate([other, one])
    options = dict(method="DOP853", rtol=1e-7, atol=1e-11)
    first = solve_ivp(slope, (np.log(r_start), np.log(R)), start,
                      **options)
    at_R = first.y[:, -1]
    second = solve_ivp(slope, (np.log(R), np.log(r_end)), at_R,
                       **options)
    assert first.success and second.success
    end = second.y[:, -1]
    P = end.reshape(2, -1)[0]
    dP = slope(np.log(r_end), end).reshape(2, -1)[0] / r_end
    v = potential(np.log(r_end))
    l = orbital_l(kappa)
    k = np.sqrt((e - v) * (e - v + 2 * c**2) / c**2
                - l * (l + 1) / r_end**2)
    target = (e + 2 * c**2 - v) / (np.pi * c**2 * k)
    scale = target / (P**2 + (dP / k) ** 2)
    component = at_R.reshape(2, -1)[0 if kappa < 0 else 1]
    return scale * (component / R) ** 2


def continuum_sums(endpoint, Z, screen=None, nodes=6):
    """Unique s part, unique p part, and allowed-shape integral."""
    t, w = np.polynomial.legendre.leggauss(nodes)
    kinetic = endpoint * (t + 1) / 2
    w = w * endpoint / 2
    q = (endpoint - kinetic) / c
    d = {k: continuum_density(k, kinetic, Z, screen)
         for k in (-1, 1, -2, 2)}
    s_wave = d[-1] + d[1]
    p_wave = 9 * (d[-2] + d[2]) / R**2
    return w @ (q**4 * s_wave), w @ (q**2 * p_wave), w @ (q**2 * s_wave)


def dirac_energy(n, kappa, Z):
    gamma = np.sqrt(kappa**2 - (Z / c) ** 2)
    effective = n - abs(kappa) + gamma
    return c**2 * (1 / np.sqrt(1 + (Z / c / effective) ** 2) - 1)


# Free waves fix the allowed factor pi/2 and the forbidden factor 9.
free_e = np.array([1.0, 2.0]) / KEV
free_k = np.sqrt(free_e * (free_e + 2 * c**2)) / c
free_s = sum(continuum_density(k, free_e, 0) for k in (-1, 1))
free_p = 9 * sum(continuum_density(k, free_e, 0)
                 for k in (-2, 2)) / R**2
relativistic_factor = (free_e + c**2) / c**2
assert np.allclose(np.pi / 2 * free_s, free_k * relativistic_factor,
                   rtol=3e-3)
assert np.allclose(np.pi / 2 * free_p, free_k**3 * relativistic_factor,
                   rtol=3e-3)

# Low nuclear charge must approach the nonrelativistic Coulomb limits.
low_Z, low_e = 10, 2.0
low_s = continuum_density(-1, low_e, low_Z)[0]
low_p = 9 * continuum_density(-2, low_e, low_Z)[0] / R**2
assert abs(low_s / (4 * low_Z) - 1) < 0.06
assert abs(low_p / (4 * low_Z**3 * (1 + 2 * low_e / low_Z**2)) - 1) < 0.06

# Hydrogen-like osmium: energies and amplitudes at the nuclear surface.
Z_OS = 76
bare_potential = nuclear_potential(r, Z_OS)
hydrogenic = {k: bound_orbitals(k, bare_potential, 6)
              for k in (-1, 1, -2)}


def bound_density(kappa, index):
    component = hydrogenic[kappa][1 if kappa < 0 else 2][index]
    return (np.interp(np.log(R), x_grid, component) / R) ** 2


B_K = -hydrogenic[-1][0][0]
B_L1 = -hydrogenic[-1][0][1]
B_L2 = -hydrogenic[1][0][0]
B_L3 = -hydrogenic[-2][0][0]
assert abs(B_K / -dirac_energy(1, -1, Z_OS) - 1) < 2e-3
assert abs(B_L3 / -dirac_energy(2, -2, Z_OS) - 1) < 1e-5

# Bound density divided by level spacing joins the continuum density.
for kappa in (-1, -2):
    l = orbital_l(kappa)
    spacing = (dirac_energy(6.001, kappa, Z_OS)
               - dirac_energy(5.999, kappa, Z_OS)) / 0.002
    from_bound = bound_density(kappa, 5 - l) / spacing
    if l == 1:
        from_bound /= 1 - 1 / 6**2
    from_wave = continuum_density(kappa, 0.1 / KEV, Z_OS)[0]
    assert abs(from_bound / from_wave - 1) < 0.03

# Neutral atoms and their total binding difference.
E_re, vh_re = neutral_atom(75, 5)
E_os, vh_os = neutral_atom(76, 6)
D = E_re - E_os
D_slope = (vh_re[0] + vh_os[0]) / 2
assert abs(D - D_slope) < 1.0

Q_bare = Q_ATOM - D
Q_K, Q_L1, Q_L2, Q_L3 = (Q_bare + b for b in (B_K, B_L1, B_L2, B_L3))
Q_K_exc = Q_K - E_EXCITED
Q_L_exc = max(Q_L1, Q_L2, Q_L3) - E_EXCITED
assert Q_bare < 0 < Q_K_exc
assert Q_L_exc < 0 and Q_ATOM < E_EXCITED
assert min(Q_L1, Q_L2, Q_L3) > 0
assert Q_bare - dirac_energy(3, -1, Z_OS) < 0

# Neutral decay: the electron leaves the screened osmium nucleus.
screen = CubicSpline(x_grid, vh_re)
s_part, p_part, allowed = continuum_sums(Q_ATOM, Z_OS, screen)
neutral_sum = s_part + p_part
fine = continuum_sums(Q_ATOM, Z_OS, screen, nodes=9)
assert abs((fine[0] + fine[1]) / neutral_sum - 1) < 0.01
unscreened = sum(continuum_sums(Q_ATOM, Z_OS)[:2])
screen_ratio = neutral_sum / unscreened
assert 0.6 < screen_ratio < 1.1
assert p_part > 1000 * s_part
sum_low = sum(continuum_sums(2.4 / KEV, Z_OS, screen)[:2])
sum_high = sum(continuum_sums(2.6 / KEV, Z_OS, screen)[:2])
power = np.log(sum_high / sum_low) / np.log(2.6 / 2.4)
assert abs(power - 3) < 0.2

# Bare decay to the nuclear ground state.
g2_K = bound_density(-1, 0)


def bare_channels(shift=0.0):
    return np.array([
        ((Q_K + shift) / c) ** 4 * g2_K,
        ((Q_L1 + shift) / c) ** 4 * bound_density(-1, 1),
        ((Q_L2 + shift) / c) ** 4 * bound_density(1, 0),
        ((Q_L3 + shift) / c) ** 2 * 9 * bound_density(-2, 0) / R**2])


channels = bare_channels()
gain_K = channels[0] / neutral_sum
gain = channels.sum() / neutral_sum
T_ground = T_NEUTRAL / gain
T_low = T_NEUTRAL * sum_low / bare_channels(-0.1 / KEV).sum()
T_high = T_NEUTRAL * sum_high / bare_channels(0.1 / KEV).sum()
simple_gain = 3 * Q_K**4 / (c**2 * Q_ATOM**3)
T_allowed = T_NEUTRAL * allowed / ((Q_K / c) ** 2 * g2_K)
assert min(T_ground, T_low, T_high, T_allowed) > 1000 * T_BARE

# The remaining bare rate determines the excited-state strength.
T_exc = 1 / (1 / T_BARE - 1 / T_ground)
f_K = np.pi / 2 * g2_K / c**3 * (Q_K_exc / c**2) ** 2
log_ft = np.log10(f_K * T_exc * const.Julian_year)
total_gain = T_NEUTRAL / T_BARE
extra_gain = T_ground / T_BARE


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Input atomic Q, rough", Q_ATOM * KEV, "keV", ".1f")
show("Input Os excitation, rough", E_EXCITED * KEV, "keV", ".1f")
show("Input neutral half-life, rough", T_NEUTRAL, "yr", ".2g")
show("Input bare half-life, rough", T_BARE, "yr", ".0f")
show("Nuclear radius", R, "bohr")
show("Speed of light", c, "a.u.", ".3f")
show("Total binding difference D", D * KEV, "keV", ".2f")
show("D from dE/dZ check", D_slope * KEV, "keV", ".2f")
show("Bare continuum energy", Q_bare * KEV, "keV", ".2f")
show("H-like Os K binding", B_K * KEV, "keV", ".2f")
show("H-like Os L1 binding", B_L1 * KEV, "keV", ".2f")
show("H-like Os L2 binding", B_L2 * KEV, "keV", ".2f")
show("H-like Os L3 binding", B_L3 * KEV, "keV", ".2f")
show("K decay energy, ground state", Q_K * KEV, "keV", ".2f")
show("L1 decay energy, ground state", Q_L1 * KEV, "keV", ".2f")
show("L2 decay energy, ground state", Q_L2 * KEV, "keV", ".2f")
show("L3 decay energy, ground state", Q_L3 * KEV, "keV", ".2f")
show("K decay energy, excited state", Q_K_exc * KEV, "keV", ".2f")
show("Best L energy, excited state", Q_L_exc * KEV, "keV", ".2f")
show("Neutral s-wave sum", s_part, "a.u.", ".3e")
show("Neutral p-wave sum", p_part, "a.u.", ".3e")
show("Neutral p/s ratio", p_part / s_part, "", ".3e")
show("Screened/unscreened neutral sum", screen_ratio, "", ".3f")
show("Power of Q in neutral rate", power, "", ".3f")
show("K density g^2 at R", g2_K, "bohr^-3", ".3e")
show("K density / (4 Z^3)", g2_K / (4 * Z_OS**3), "", ".3f")
for name, value in zip(("K", "L1", "L2", "L3"), channels):
    show(f"Bare {name} sum", value, "a.u.", ".3e")
show("Simple nonrelativistic K gain", simple_gain, "", ".3e")
show("Dirac K gain", gain_K, "", ".3e")
show("Ground-state gain, all shells", gain, "", ".3e")
show("Bare half-life, ground state only", T_ground, "yr", ".2e")
show("Same with Q = 2.4 keV", T_low, "yr", ".2e")
show("Same with Q = 2.6 keV", T_high, "yr", ".2e")
show("Half-life from allowed shapes", T_allowed, "yr", ".2e")
show("Total observed gain", total_gain, "", ".3e")
show("Further gain needed", extra_gain, "", ".3e")
show("Ground-state share of bare rate", T_BARE / T_ground, "", ".2e")
show("Excited-state K phase space f_K", f_K, "", ".4f")
show("Inferred excited-state log10(ft/s)", log_ft, "", ".2f")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Input atomic Q, rough: 2.5 keV
Input Os excitation, rough: 9.8 keV
Input neutral half-life, rough: 4.2e+10 yr
Input bare half-life, rough: 33 yr
Nuclear radius: 0.0001297 bohr
Speed of light: 137.036 a.u.
Total binding difference D: 15.33 keV
D from dE/dZ check: 15.33 keV
Bare continuum energy: -12.83 keV
H-like Os K binding: 85.75 keV
H-like Os L1 binding: 21.91 keV
H-like Os L2 binding: 21.92 keV
H-like Os L3 binding: 20.04 keV
K decay energy, ground state: 72.92 keV
L1 decay energy, ground state: 9.08 keV
L2 decay energy, ground state: 9.09 keV
L3 decay energy, ground state: 7.21 keV
K decay energy, excited state: 63.12 keV
Best L energy, excited state: -0.71 keV
Neutral s-wave sum: 6.059e+03 a.u.
Neutral p-wave sum: 5.377e+07 a.u.
Neutral p/s ratio: 8.873e+03
Screened/unscreened neutral sum: 0.772
Power of Q in neutral rate: 3.012
K density g^2 at R: 7.410e+06 bohr^-3
K density / (4 Z^3): 4.220
Bare K sum: 1.084e+12 a.u.
Bare L1 sum: 4.306e+07 a.u.
Bare L2 sum: 3.067e+06 a.u.
Bare L3 sum: 8.960e+09 a.u.
Simple nonrelativistic K gain: 1.062e+04
Dirac K gain: 2.015e+04
Ground-state gain, all shells: 2.032e+04
Bare half-life, ground state only: 2.07e+06 yr
Same with Q = 2.4 keV: 1.84e+06 yr
Same with Q = 2.6 keV: 2.31e+06 yr
Half-life from allowed shapes: 3.33e+05 yr
Total observed gain: 1.273e+09
Further gain needed: 6.263e+04
Ground-state share of bare rate: 1.60e-05
Excited-state K phase space f_K: 0.0690
Inferred excited-state log10(ft/s): 7.86
ALL CHECKS PASSED
```
